# Localised Mode of a Light End Atom on a Harmonic Chain, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The theorem and its proof

### What dimensions and symmetry fix

A semi-infinite chain with one end atom of mass $m$, all other atoms of mass $M$, and equal springs $K$ contains three constants. The masses are measured in kg and the spring constant in kg/s². The lattice spacing does not enter, because a harmonic chain responds to differences of displacements and not to the positions of the atoms. The amplitude does not enter either, because the equations of motion are linear. A squared frequency built from $K$, $m$ and $M$ must therefore have the form

$$
\omega^2=\frac{K}{M}\,f(\mu),\qquad \mu=\frac{m}{M}. \tag{1}
$$

If a mode exists for some masses and not for others, the boundary must be a pure number for $\mu$. Stiffening all springs together moves every frequency by the same factor and cannot create or destroy the mode.

Symmetry adds one more fact. The chain is free, so a common displacement of all atoms stretches no spring, and the internal forces add up to zero. A localised vibration with $\omega\neq0$ must then carry no total momentum. The light end atom and the rest of the chain move against each other, and this balance will turn out to fix the shape of the mode.

### Assumptions and conventions

The atoms are numbered $n=0,1,2,\dots$ from the end. Their displacements $u_n(t)$ from equilibrium lie along the chain. Each atom is joined to its nearest neighbours by harmonic springs, and atom 0 has a neighbour on one side and nothing on the other. The kinetic and potential energies are

$$
T=\tfrac12 m\dot u_0^2+\tfrac12M\sum_{n\ge1}\dot u_n^2,\qquad
V=\tfrac12K\sum_{n\ge0}(u_{n+1}-u_n)^2. \tag{2}
$$

The force on an atom is minus the derivative of $V$ with respect to its displacement. Atom 0 appears in one term of the sum and every other atom in two. In a normal mode all atoms oscillate as $\cos\omega t$, so that $\ddot u_n=-\omega^2u_n$. From here on $u_n$ denotes the amplitude, and the equations of motion become

$$
m\omega^2u_0=K(u_0-u_1), \tag{3}
$$

$$
M\omega^2u_n=K(2u_n-u_{n-1}-u_{n+1}),\qquad n\ge1. \tag{4}
$$

A mode is called localised if it is not identically zero and $\sum_n u_n^2$ is finite. Its energy is then finite and its displacements tend to zero far from the end. It is convenient to measure the squared frequency by the pure number

$$
\lambda=\frac{M\omega^2}{K}. \tag{5}
$$

A travelling wave $u_n=e^{iqn}$ in the bulk turns (4) into $\lambda=2-e^{iq}-e^{-iq}=2-2\cos q$. For real $q$ this covers the interval $0\le\lambda\le4$, which is the band. Its top is

$$
\omega_{\max}=2\sqrt{K/M}, \tag{6}
$$

reached at $q=\pi$, where neighbouring atoms move in opposite directions.

### Theorem

Under these assumptions a localised mode exists if and only if $m<M/2$. It is then unique up to its amplitude, it lies above the band, and

$$
\boxed{\;\omega_{\rm loc}^2=\frac{KM}{m(M-m)}\;},\qquad
u_n=u_0z^n,\qquad z=-\frac{m}{M-m}. \tag{7}
$$

The proof first excludes localised modes inside the band, then finds the decaying solutions above it, and finally imposes the equation of the end atom.

### Lemma 1: no localised mode lies in the band

**Statement.** For $0\le\lambda\le4$, equation (4) has no non-zero solution whose displacements tend to zero.

**Proof.** Put $c=1-\lambda/2$, so that $-1\le c\le1$. Equation (4) reads

$$
u_{n+1}=2c\,u_n-u_{n-1},\qquad n\ge1. \tag{8}
$$

Consider the quantity

$$
I_n=u_{n+1}^2+u_n^2-2c\,u_nu_{n+1}. \tag{9}
$$

The first and third terms combine to $u_{n+1}(u_{n+1}-2cu_n)$, which by (8) equals $-u_{n+1}u_{n-1}$. Hence $I_n=u_n^2-u_{n+1}u_{n-1}$. In the same way,

$$
I_{n-1}=u_n^2+u_{n-1}(u_{n-1}-2cu_n)=u_n^2-u_{n-1}u_{n+1}, \tag{10}
$$

because (8) also gives $u_{n-1}-2cu_n=-u_{n+1}$. Thus $I_n=I_{n-1}$, and $I_n$ has the same value all along the chain. If the displacements tend to zero, this value must be zero.

For $-1<c<1$ we can complete the square:

$$
I_n=(u_{n+1}-cu_n)^2+(1-c^2)u_n^2. \tag{11}
$$

This vanishes only if $u_n=0$ and $u_{n+1}=0$, for every $n$. For $c=\pm1$ it reduces to $(u_{n+1}\mp u_n)^2$, so $I_n=0$ gives $u_{n+1}=\pm u_n$. All displacements then have the same magnitude, which can tend to zero only if it is zero. $\square$

The physical content is that a wave within the band carries the same amplitude to any depth. An end atom can shift the phase of such a wave but cannot confine it.

### Lemma 2: the decaying solution above the band

**Statement.** For $\lambda>4$, every square-summable solution of (4) has the form $u_n=u_0z^n$ for $n\ge0$, where $-1<z<0$ and

$$
\lambda=2-z-\frac1z=-\frac{(1-z)^2}{z}. \tag{12}
$$

**Proof.** Inserting $u_n=z^n$ in (4) and dividing by $z^n$ gives the first form of (12). The second follows from $-(1-2z+z^2)/z=-1/z+2-z$. Multiplication by $z$ yields

$$
z^2+(\lambda-2)z+1=0. \tag{13}
$$

The discriminant is $(\lambda-2)^2-4=\lambda(\lambda-4)$, which is positive. The two roots are therefore real and distinct. Their product is 1 and their sum is $2-\lambda<-2$, so both are negative. Since they are distinct and reciprocal, one has magnitude below 1 and the other above 1. Call the one with magnitude below 1 $z$.

Equation (4) determines all later displacements once $u_0$ and $u_1$ are given. The combination $Az^n+Bz^{-n}$ can match any such pair, because the conditions $A+B=u_0$ and $Az+B/z=u_1$ have determinant $1/z-z\ne0$. It is thus the general solution, and it includes $n=0$ because the equation of atom 1 contains $u_0$. The term $Bz^{-n}$ grows without limit, so square summability requires $B=0$. Then $A=u_0$. $\square$

The negative sign of $z$ means that neighbours still move in opposite directions, as they do at the band top. The frequency is too high for the bulk to follow as a wave, and the motion dies out within the chain.

### Proof of the theorem

A localised mode cannot have $\omega^2<0$. To see this, multiply (3) by $u_0$ and (4) by $u_n$, and add all equations. The spring between atoms $n$ and $n+1$ contributes $Ku_n(u_n-u_{n+1})$ from one equation and $Ku_{n+1}(u_{n+1}-u_n)$ from the next. Together these make a square, and

$$
\omega^2\Bigl(mu_0^2+M\sum_{n\ge1}u_n^2\Bigr)=K\sum_{n\ge0}(u_{n+1}-u_n)^2. \tag{14}
$$

All sums converge for a localised mode, since $|u_nu_{n+1}|\le(u_n^2+u_{n+1}^2)/2$. The right side is not negative, so neither is $\omega^2$. Lemma 1 excludes the band with both its edges. What remains is $\lambda>4$, where Lemma 2 gives the shape.

With $u_1=zu_0$, the end equation (3) becomes $m\omega^2=K(1-z)$. Since $m\omega^2=\mu M\omega^2=\mu\lambda K$, this is

$$
\mu\lambda=1-z. \tag{15}
$$

Substituting the second form of (12) and multiplying both sides by $-z$, we obtain

$$
\mu(1-z)^2=-z(1-z). \tag{16}
$$

One root is $z=1$. By (12) it has $\lambda=0$ and is the uniform translation, which is not localised. For the negative $z$ required here, $1-z$ is non-zero and may be divided out:

$$
\mu(1-z)=-z
\quad\Longrightarrow\quad
\mu=-z(1-\mu). \tag{17}
$$

For $\mu=1$ this reads $1=0$ and has no solution. Otherwise

$$
z=-\frac{\mu}{1-\mu}. \tag{18}
$$

The condition $z<0$ requires $\mu<1$. The condition $z>-1$ then means $\mu<1-\mu$, or $\mu<1/2$. This proves that no localised mode exists for $m\ge M/2$.

Conversely, let $\mu<1/2$. Then (18) gives a decaying sequence. From it,

$$
1-z=\frac{1-\mu+\mu}{1-\mu}=\frac1{1-\mu},
\qquad
\lambda=\frac{1-z}{\mu}=\frac1{\mu(1-\mu)}. \tag{19}
$$

The sequence satisfies (3) through (15) and (4) through (12), so it is a mode. It lies above the band because

$$
\lambda-4=\frac{1-4\mu+4\mu^2}{\mu(1-\mu)}=\frac{(1-2\mu)^2}{\mu(1-\mu)}>0. \tag{20}
$$

Finally, $\omega^2=\lambda K/M$ gives $\omega_{\rm loc}^2=K/[m(1-\mu)]$. Replacing $1-\mu$ by $(M-m)/M$ yields (7). There was one admissible root, so the mode is unique. $\square$

### Remark 1: the frequency formula does not contain its own condition

The expression $\lambda=1/[\mu(1-\mu)]$ is unchanged when $\mu$ is replaced by $1-\mu$. For $1/2<\mu<1$ it still returns a number above 4. The corresponding displacement ratio (18), however, has magnitude above 1, so the solution grows into the chain and has infinite energy. The formula must be used together with $m<M/2$; a frequency above the band is not enough.

### Remark 2: the shape from momentum balance

Adding equations (3) and (4) without any factors cancels all forces in pairs. For $\omega\neq0$ the result is

$$
mu_0+M\sum_{n\ge1}u_n=0. \tag{21}
$$

With $u_n=u_0z^n$ the geometric series gives $\mu+z/(1-z)=0$. Multiplication by $1-z$ gives $\mu(1-z)=-z$, which is (17). The end equation thus expresses the momentum balance announced at the start.

### Remark 3: why the boundary is one half

At the band top neighbours have opposite displacements of equal size. An inner atom displaced by $u$ has both springs changed in length by $2u$ and feels a restoring force $4Ku$. The end atom has one spring and feels $2Ku$. Both can oscillate at the same frequency if their ratios of force to mass agree:

$$
\frac{4K}{M}=\frac{2K}{m}\quad\Longrightarrow\quad m=\frac M2. \tag{22}
$$

At this mass the alternating wave $u_n=(-1)^nu_0$ satisfies every equation. It is the limit of the localised mode, but it does not decay. An end atom lighter than this is too quick for the band edge, and the mode separates from the band.

The number depends on the free end. If atom 0 were also tied to a rigid wall by a spring $K$, its force in the alternating pattern would be $3Ku$, and the edge solution would occur at $m=3M/4$.

### Lemma 3: an independent bound

**Statement.** If $m\ge M/2$, no localised mode has $\omega>\omega_{\max}$.

**Proof.** The inequality $(a-b)^2\le2a^2+2b^2$ holds because the difference of its two sides is $(a+b)^2$. Applied to every spring, it counts $u_0$ once and all other displacements twice:

$$
K\sum_{n\ge0}(u_{n+1}-u_n)^2\le K\Bigl(2u_0^2+4\sum_{n\ge1}u_n^2\Bigr)
\le\frac{4K}{M}\Bigl(mu_0^2+M\sum_{n\ge1}u_n^2\Bigr). \tag{23}
$$

The last step uses $2\le4\mu$. Comparison with (14) gives $\omega^2\le4K/M$. $\square$

This argument uses neither the exponential form nor the recursion. It also covers a finite chain whose far end is a free atom of mass $M$, since that atom, too, is counted once.

### Finite chains on both sides of the boundary

Chains of 300 atoms were diagonalised directly. For $\mu=0.2$ the highest frequency is $1.25000\,\omega_{\max}$ and the displacement ratio is $-0.25000$. Formula (19) gives $1/(2\sqrt{0.2\times0.8})=1.25$, and (18) gives $-0.2/0.8=-0.25$. Six light-end chains, with $\mu$ from $1/28$ to $0.48$, each have one frequency above the band. Its square agrees with (19) to a relative difference below $10^{-10}$.

For $\mu=0.5$, $0.52$, $0.7$, $1$ and $3$ no frequency exceeds the band top. At $\mu=1$ the highest value is $0.999986\,\omega_{\max}$. The small gap comes from the finite length: a uniform free chain of $N$ atoms has modes $\cos[q(n+\tfrac12)]$ with $q=\pi j/N$ and $j=0,\dots,N-1$. Since $\omega/\omega_{\max}=\sin(q/2)$, the highest mode lies at $\cos(\pi/2N)$, which is $0.999986$ for $N=300$.

## Part II. Consequences and a hydrogen-terminated chain

### Symbols and results carried over

The end atom has mass $m$, all others have mass $M$, and $\mu=m/M$. All springs have constant $K$, and the end is free. The band extends up to $\omega_{\max}=2\sqrt{K/M}$. For $\mu<1/2$, and for no other end mass, there is a localised mode, with

$$
\omega_{\rm loc}^2=\frac{K}{m(1-\mu)},\qquad
u_n=u_0z^n,\qquad z=-\frac{\mu}{1-\mu}. \tag{24}
$$

### Corollary 1: departure from the band edge

Let $\delta=1-2\mu$ measure the distance from the boundary. Then $\mu=(1-\delta)/2$ and $1-\mu=(1+\delta)/2$. Dividing $\omega_{\rm loc}^2$ by $4K/M$ gives

$$
\frac{\omega_{\rm loc}^2}{\omega_{\max}^2}=\frac1{4\mu(1-\mu)}=\frac1{1-\delta^2},
\qquad
\frac{\omega_{\rm loc}}{\omega_{\max}}=1+\frac{\delta^2}{2}+O(\delta^4). \tag{25}
$$

The displacement ratio is $z=-(1-\delta)/(1+\delta)$. Writing $|z|^n=e^{-n/\xi}$ defines a decay length $\xi$, counted in atoms:

$$
\xi=\frac1{\ln[(1+\delta)/(1-\delta)]}\simeq\frac1{2\delta}\qquad(\delta\ll1). \tag{26}
$$

The frequency leaves the band quadratically, while the inverse decay length grows linearly. Close to the boundary the mode is therefore hard to distinguish from the band by its frequency, and it reaches deep into the chain. At $\mu=0.45$ we have $\delta=0.1$. The leading estimate is $1.00500$, and the diagonalised chain gives $1.00504$. The displacement still falls by only a factor $0.818$ from one atom to the next.

### Corollary 2: how much of the motion belongs to the end atom

All velocities in a normal mode share the same time factor, so the division of kinetic energy among the atoms does not change with time. The end atom's share is

$$
W=\frac{mu_0^2}{mu_0^2+M\sum_{n\ge1}u_n^2}
=\frac{\mu}{\mu+z^2/(1-z^2)}. \tag{27}
$$

Multiplying numerator and denominator of the fraction in $z$ by $(1-\mu)^2$ gives

$$
\frac{z^2}{1-z^2}=\frac{\mu^2}{(1-\mu)^2-\mu^2}=\frac{\mu^2}{1-2\mu}, \tag{28}
$$

and therefore

$$
W=\frac{1}{1+\mu/(1-2\mu)}=\frac{1-2\mu}{1-\mu}. \tag{29}
$$

The share tends to 1 for a very light atom and to 0 at the boundary. For $\mu=0.4$ it is $0.2/0.6=0.333$, although the frequency is only about 2% above the band top. A mode can be localised in the mathematical sense while most of its kinetic energy lies in the chain.

This part has proved that a localised mode exists only for an end atom lighter than $M/2$, and has found its frequency, its shape and the end atom's share of the kinetic energy. What remains is the motion of a displaced end atom, the limit of a very light one, and the example of hydrogen and deuterium on a silicon-like chain, with estimates of the effects the simple model leaves out.

Numerical values quoted here were computed with a short program.
